# Choosing frequency step and cutoff for a Maclaurin Kramers-Kronig transform

## A material with one echo

Take a material that answers a field pulse once, after a delay $t>0$. With time factor $e^{-i\omega t}$ its susceptibility is $\chi(\omega)=e^{i\omega t}$, so the absorptive part is $\chi''=\sin\omega t$ and the dispersive part is $\chi'=\cos\omega t$. Suppose that only $\chi''$ is known, on a frequency grid of step $h$. How well can $\chi'$ be recovered?

The Kramers-Kronig relation is

$$\chi'(\omega)=\frac1\pi\,P\!\!\int_{-\infty}^{\infty}\frac{\chi''(x)}{x-\omega}\,dx .$$

Maclaurin's rule evaluates it at a grid point $\omega$ from every second node, $x=\omega+y_k$ with $y_k=(2k+1)h$ and $k$ any integer, each with weight $2h$. No node falls on the pole, and the nodes lie symmetrically about it. For the echo,

$$\sin(\omega t+y_kt)=\sin\omega t\cos y_kt+\cos\omega t\sin y_kt .$$

Divided by $y_k$, the first term is odd in $y_k$ and cancels between $y_k$ and $-y_k$. The second is even, so the two halves of the sum are equal:

$$\chi'_h=\cos\omega t\;\frac{2h}{\pi}\,2\sum_{k\ge0}\frac{\sin((2k+1)ht)}{(2k+1)h}=S(ht)\cos\omega t,$$

$$S(\theta)=\frac4\pi\sum_{k\ge0}\frac{\sin((2k+1)\theta)}{2k+1}.$$

$S$ is the unit square wave, $+1$ for $0<\theta<\pi$ and $-1$ for $\pi<\theta<2\pi$. Its sine coefficients are indeed $\frac2\pi\int_0^\pi\sin n\theta\,d\theta=\frac{2}{\pi n}[1-(-1)^n]$, which is $4/(\pi n)$ for odd $n$ and zero for even $n$.

An echo with delay shorter than $\pi/h$ is therefore recovered without error, and one with delay between $\pi/h$ and $2\pi/h$ comes back with the wrong sign. The step sets the longest memory that the transform can handle.

## What the two settings control

An electronic-structure program that computes $\chi''$ from broadened transitions, and obtains $\chi'$ by this transform, needs a step $h$ and an upper cutoff $W$. The step must be judged against the broadening, the cutoff against the absorption left above it. The two errors are independent to a good approximation, and reducing one does not repair the other.

For a real material $\chi''$ is odd, so the integral can be folded onto positive frequencies:

$$\frac1{x-\omega}+\frac1{x+\omega}=\frac{2x}{x^2-\omega^2}.$$

Let the grid be $\omega_j=jh$ with $j=0,1,2,\dots$, so that it contains zero. The nodes used for target $m$ then form a set symmetric about zero, and the sum folds in the same way:

$$\chi'_h(\omega_m)=\frac{4h}{\pi}\sum_{\substack{j\ge0\\ j-m\ \mathrm{odd}}}\frac{\omega_j\,\chi''(\omega_j)}{\omega_j^2-\omega_m^2}.$$

A node at $j=0$ has no mirror partner, so it carries half weight. This is immaterial when $x\chi''(x)$ vanishes at zero, but it matters for free carriers.

## The step: a Lorentz oscillator

The analytic reference is

$$\chi(\omega)=\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad \varepsilon=1+\chi,$$

with $0<\gamma\le\omega_0$. Define $\Omega=\sqrt{\omega_0^2-\gamma^2/4}$. The response in time is

$$G(t)=\frac{\omega_p^2}{\Omega}e^{-\gamma t/2}\sin\Omega t,\qquad \chi(\omega)=\int_0^\infty G(t)e^{i\omega t}dt .$$

To check this, put $a=\gamma/2-i\omega$. The integral of $e^{-at}\sin\Omega t$ is $\Omega/(a^2+\Omega^2)$, and $a^2+\Omega^2=\omega_0^2-\omega^2-i\gamma\omega$.

Thus $\chi''$ is a superposition of echoes with weight $G(t)$, and the opening result gives

$$\chi'_h(\omega)=\int_0^\infty G(t)\,S(ht)\cos\omega t\,dt .$$

The sum and the integral may be exchanged because the partial sums of $S$ are bounded and $G$ is absolutely integrable. The exact $\chi'$ has 1 in place of $S$. Since $S-1$ is 0 or $-2$, and is 0 before $t=\pi/h$,

$$|\chi'_h-\chi'|\le2\int_{\pi/h}^\infty|G(t)|\,dt .$$

This bound holds for any line shape with integrable $G$. If $\chi''$ has sharp features that make $|G|$ fall only as $t^{-2}$, the bound shrinks only as $h$. The fast convergence found next comes from the exponential loss of memory.

To do the integral, let $\tau=\pi/h$ and sum over the half-periods of $S$:

$$\int_0^\infty S(ht)e^{-pt}dt=\sum_{k\ge0}(-1)^k\,\frac{e^{-kp\tau}-e^{-(k+1)p\tau}}{p}=\frac1p\,\frac{1-e^{-p\tau}}{1+e^{-p\tau}} .$$

With $\sigma=\gamma/2-i\Omega$ one has $e^{-\gamma t/2}\sin\Omega t=\mathrm{Im}\,e^{-\sigma t}$. Writing $\cos\omega t$ as half the sum of $e^{i\omega t}$ and $e^{-i\omega t}$ gives two terms, with $p=\sigma\mp i\omega$. At a grid point $\omega_m=mh$ the factor $e^{\pm i\omega_m\tau}=e^{\pm i\pi m}$ equals $(-1)^m$ for both, so both contain the same

$$q_m=(-1)^me^{-\pi\sigma/h}.$$

The remaining factors combine as

$$\frac12\left[\frac1{\sigma-i\omega}+\frac1{\sigma+i\omega}\right]=\frac{\sigma}{\sigma^2+\omega^2},$$

and therefore

$$\chi'_h(\omega_m)=\frac{\omega_p^2}{\Omega}\,\mathrm{Im}\left[\frac{1-q_m}{1+q_m}\,\frac{\sigma}{\sigma^2+\omega_m^2}\right].$$

Setting $q_m=0$ gives the exact $\chi'$. The difference contains $\frac{1-q_m}{1+q_m}-1=-\frac{2q_m}{1+q_m}$. Let $Q=|q_m|=e^{-\pi\gamma/(2h)}$, so that $|1+q_m|\ge1-Q$.

Two moduli remain. First, $|\sigma|^2=\gamma^2/4+\Omega^2=\omega_0^2$. Second, $\sigma^2=\gamma^2/2-\omega_0^2-i\gamma\Omega$, so

$$|\sigma^2+\omega^2|^2=\left(\omega^2-\omega_0^2+\tfrac{\gamma^2}{2}\right)^2+\gamma^2\left(\omega_0^2-\tfrac{\gamma^2}{4}\right)=(\omega^2-\omega_0^2)^2+\gamma^2\omega^2 .$$

This is the squared modulus of the denominator of $\chi$. Hence

$$|\chi'_h-\chi'|\le\frac{\omega_0}{\Omega}\,|\chi(\omega)|\,\frac{2Q}{1-Q}.$$

The error is measured against $|\chi|$, not against $\chi'$, which passes through zero near resonance. To keep it below $\eta|\chi|$, solve $2cQ/(1-Q)\le\eta$ with $c=\omega_0/\Omega$. This gives $Q\le\eta/(\eta+2c)$, or

$$h\le\frac{\pi\gamma}{2\ln(1+2c/\eta)} .$$

For weak damping, $c\approx1$, and $\eta=10^{-3}$, this requires $\gamma/h\ge4.84$. Five steps per broadening $\gamma$ are enough. Here $\gamma$ is approximately the full width at half maximum of a weakly damped line; a program that specifies the half width needs the corresponding factor of two.

### Measured convergence

Use round model parameters in Hartree atomic units: $\omega_0=0.20$, $\gamma=0.02$, $\omega_p=0.30$. To isolate the step error, the sum runs to a large cutoff and the remaining tail is integrated numerically. The largest errors over the nodes from 0 to 0.4 Ha are:

| $\gamma/h$ | largest error | largest bound |
|---:|---:|---:|
| 2 | 1.05 | 2.04 |
| 4 | $4.6\times10^{-2}$ | $8.4\times10^{-2}$ |
| 8 | $9.9\times10^{-5}$ | $1.6\times10^{-4}$ |
| 12 | $2.1\times10^{-7}$ | $2.9\times10^{-7}$ |

These are absolute errors in the dimensionless $\chi$, whose modulus at resonance is $\omega_p^2/(\gamma\omega_0)=0.09/0.004=22.5$. A fit of the errors to $e^{-c_h/h}$ gives $c_h=0.0308$ Ha, against the predicted $\pi\gamma/2=0.0314$ Ha. Exact agreement is not expected, because the prefactor also depends on the phase of $q_m$, which changes with $h$.

At $h=\gamma$ the sign reversal begins at $t=\pi/0.02=157$ atomic units of time, when the envelope of $G$ is still $e^{-\pi/2}=0.21$ of its initial value. At $\omega=0.16$ Ha the rule then gives 3.92 instead of 5.96. The direct sum and the square-wave time integral agree on this wrong value, which confirms the origin of the error.

### Why half the nodes are left out

Using all nodes with weight $h$, and merely skipping the singular one, looks like a better use of the data. On the full line, the echo is then multiplied by

$$\frac2\pi\sum_{k\ge1}\frac{\sin k\theta}{k}=1-\frac\theta\pi,\qquad 0<\theta=ht<2\pi .$$

The coefficients follow by parts: $\frac2\pi\int_0^\pi(1-\theta/\pi)\sin k\theta\,d\theta=\frac{2}{\pi k}$. Every echo with delay below $2\pi/h$ now loses the fraction $ht/\pi$, however short the delay. Because $d\chi''/d\omega=\int_0^\infty G\,t\cos\omega t\,dt$, the error is $-(h/\pi)\,d\chi''/d\omega$, apart from exponentially small terms from $t>2\pi/h$.

In the folded sum, skipping $x=\omega$ also discards its mirror node $x=-\omega$, whose contribution was $\frac h\pi\frac{\chi''(-\omega)}{-2\omega}=\frac h\pi\frac{\chi''(\omega)}{2\omega}$. The total is

$$-\frac h\pi\left[\frac{d\chi''}{d\omega}+\frac{\chi''}{2\omega}\right].$$

At $\omega=0.16$ Ha and $h=0.0025$ Ha this error is $-5.4\times10^{-2}$, and halving $h$ halves it. Maclaurin's rule at the larger of these steps has an error of $-3.7\times10^{-5}$ with half the nodes.

## The cutoff: what the data do not contain

Stopping at $W>\omega$ omits

$$T=\frac2\pi\int_W^\infty\frac{x\chi''(x)}{x^2-\omega^2}\,dx .$$

The integrand is positive, so the computed $\chi'$ is too low by $T$. Far above resonance $\chi''\approx\omega_p^2\gamma/x^3$. Inserting this form and using

$$\frac1{x^2(x^2-\omega^2)}=\frac1{\omega^2}\left[\frac1{x^2-\omega^2}-\frac1{x^2}\right],\qquad \int_W^\infty\frac{dx}{x^2-\omega^2}=\frac{\mathrm{artanh}(\omega/W)}{\omega},$$

one obtains, with $r=\omega/W$,

$$L=\frac{2\omega_p^2\gamma}{\pi W^3}\left[\frac{\mathrm{artanh}\,r}{r^3}-\frac1{r^2}\right].$$

For small $r$, $\mathrm{artanh}\,r=r+r^3/3+\dots$, so the bracket tends to $1/3$ and $L\to2\omega_p^2\gamma/(3\pi W^3)$. As $r\to1$ it grows logarithmically, since $\mathrm{artanh}\,r=\frac12\ln\frac{1+r}{1-r}$.

The accuracy of $L$ can be bounded. The denominator of $\chi''$ is $D=x^4-(2\omega_0^2-\gamma^2)x^2+\omega_0^4$. For $x\ge\omega_0\ge\gamma$ the middle term is at least $\omega_0^4$ in size, so $D\le x^4$. Also $D\ge(x^2-\omega_0^2)^2\ge x^4(1-\omega_0^2/W^2)^2$ for $x\ge W$. Therefore, for $W>\omega_0$,

$$L\le T\le\frac{L}{(1-\omega_0^2/W^2)^2}.$$

At $\omega=0.10$ Ha the measured truncation error is $-4.03\times10^{-4}$ for $W=1$ Ha and $-4.84\times10^{-5}$ for $W=2$ Ha. The ratio is 8.3, close to the asymptotic $2^3=8$. At $W=1$ Ha, moving the target to 0.9 Ha raises the error to $-9.5\times10^{-4}$. Relative to $\chi'$ the change is much larger: from about 0.014% to about 0.8%, because $\chi'$ itself is then only about $-0.12$.

Adding $L$ to the result is a cheap correction. For data without known oscillator parameters, $W^3\chi''(W)$ estimates $\omega_p^2\gamma$, provided that $W$ lies in the $x^{-3}$ tail. If further transitions lie above $W$, $L$ does not include them and the upper bound on $T$ no longer holds in general, so those transitions have to be computed.

### An odd-even ripple

Each node represents a cell of width $2h$, so the actual cutoff $W_e$ is the last used node plus $h$. With $W$ itself a grid point, $W_e=W$ for targets whose index has the same parity as $W/h$, and $W_e=W+h$ for the others. Neighbouring values of $\chi'$ therefore have slightly different truncation errors.

For $h=0.001$ Ha, $W=1$ Ha and the odd node at 0.101 Ha, the missing part is $4.02265\times10^{-4}$. The tail from $W+h$ is $4.02266\times10^{-4}$, while the tail from $W$ is $4.03519\times10^{-4}$. The correction $L$ should use $W_e$.

The omitted cells form a midpoint sum. For integrand $g(x)$, such a sum differs from its integral by $(h^2/6)g'(W_e)$ to leading order. With $g\propto x^{-4}$ for $\omega\ll W$, this is a fraction $2h^2/W_e^2$ of $T$. Hence

$$\text{total error}\approx\text{step error}-T(W_e),$$

provided that the target is many steps below the cutoff.

## Reading a total error

Take $\omega=0.10$ Ha and $W=1$ Ha (27.2 eV), where the exact value is $\chi'=2.98673$.

With $h=0.005$ Ha (0.136 eV), or $\gamma/h=4$, the rule gives 2.97547. The error splits as

$$-1.0853\times10^{-2}-0.0403\times10^{-2}=-1.1256\times10^{-2}.$$

The step dominates. Adding $L$ leaves $-1.087\times10^{-2}$, and extending the range would be wasted effort.

With $h=0.0025$ Ha (0.068 eV), or $\gamma/h=8$, the rule gives 2.98630, and

$$-0.193\times10^{-4}-4.035\times10^{-4}\approx-4.23\times10^{-4}.$$

Now the cutoff dominates. Adding $L$ reduces the error to $-3.8\times10^{-5}$, of which about half is step error and half is the difference between $T$ and $L$. A convergence study in $h$ alone would settle on a value that is still too low by $T$.

## Free carriers

Free carriers are the limit $\omega_0=0$:

$$\chi=-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad \chi'=-\frac{\omega_p^2}{\omega^2+\gamma^2},\qquad u(x)\equiv x\chi''(x)=\frac{\omega_p^2\gamma}{x^2+\gamma^2}.$$

Here $u(0)=\omega_p^2/\gamma$ is finite, and the zero node contributes. Since $u$ is even and

$$\frac1{x^2-\omega^2}=\frac1{2\omega}\left[\frac1{x-\omega}-\frac1{x+\omega}\right],$$

the substitution $x\to-x$ makes the two parts of the full-line sum equal. The rule is thus $1/\omega$ times the full-line rule applied to $u=\omega_p^2\int_0^\infty e^{-\gamma t}\cos xt\,dt$. By the argument of the opening section, $\cos xt$ is turned into $-S(ht)\sin\omega t$. So, for $m\ne0$,

$$\chi'_h=-\frac{\omega_p^2}{\omega}\,\mathrm{Im}\int_0^\infty S(ht)e^{-(\gamma-i\omega)t}dt=\chi'\,\frac{1-(-1)^mR}{1+(-1)^mR},\qquad R=e^{-\pi\gamma/h}.$$

The last step uses $\mathrm{Im}\,(\gamma-i\omega)^{-1}=\omega/(\omega^2+\gamma^2)$. The factor is $\tanh(\pi\gamma/2h)$ at even nodes and $\coth(\pi\gamma/2h)$ at odd ones. At $h=\gamma$ these are 0.917 and 1.090, a visible zigzag; at $h=\gamma/4$ they differ from 1 by $7\times10^{-6}$. The exponent is twice that of the underdamped Lorentz oscillator because the function weighted by $S$ here is $dG/dt=\omega_p^2e^{-\gamma t}$, which decays as $e^{-\gamma t}$, not $e^{-\gamma t/2}$. The response itself, $G=(\omega_p^2/\gamma)(1-e^{-\gamma t})$, tends to a constant, so the earlier bound in terms of $\int|G|\,dt$ does not apply to free carriers.

The zero node is used only for odd targets. Giving it full weight there adds $-\frac{2h}{\pi}\frac{\omega_p^2}{\gamma\omega^2}$, which relative to $\chi'$ is

$$\frac{2h}{\pi\gamma}\left(1+\frac{\gamma^2}{\omega^2}\right).$$

For $h=\gamma/4$ and $\omega=33h=0.165$ Ha this is $0.159\times1.015=0.161$, in agreement with the measured ratio 1.1615. At odd nodes the exponential convergence is lost to a first-order error; even nodes do not use the zero node and are unaffected.

Data that begin at some $a$ several steps above zero do more damage. For $a\ll\omega$ the missing part is

$$\frac2\pi\int_0^a\frac{u(x)}{x^2-\omega^2}dx\approx-\frac{2\omega_p^2}{\pi\omega^2}\arctan\frac a\gamma .$$

If also $\gamma\ll\omega$, this is a fraction $\frac2\pi\arctan(a/\gamma)$ of $\chi'$, which is one half at $a=\gamma$. The free-carrier contribution is then better added analytically than transformed from truncated data.

## Choosing the settings

1. Put zero on the grid, and give its node half weight using the limit of $x\chi''$. With free carriers, do not apply the rule at the target $\omega=0$ itself: $x\chi''$ does not vanish there, and the sum grows as $1/h$ instead of converging.
2. Find the smallest broadening $\gamma$ in the spectrum. For a single Lorentz line with $\gamma\le\omega_0$, $h=\gamma/5$ gives an error of at most about $10^{-3}|\chi|$, and $h=\gamma/8$ one of at most about $10^{-5}|\chi|$. These steps are not enough for an overdamped line, $\gamma>2\omega_0$. There the slowest decay rate of $G$ is $\gamma/2-\sqrt{\gamma^2/4-\omega_0^2}$, about $\omega_0^2/\gamma$ for $\gamma\gg\omega_0$, and the step must be judged against that rate in place of $\gamma/2$. At $\gamma=3\omega_0$, $h=\gamma/5$ leaves errors up to about $0.3|\chi|$. For several Lorentz lines, start from the same steps and add the separate bounds. Between lines, where their contributions to $\chi$ partly cancel, the error can be a larger fraction of the total $|\chi|$.
3. Place $W$ above all transitions that matter, and well above the highest frequency at which $\chi'$ is wanted. Estimate $L$ there, and add it if the tail has the $x^{-3}$ form.
4. Vary $h$ and $W$ separately. A zigzag between neighbouring nodes that disappears rapidly as $h$ is reduced indicates a step error; a small one that scales as $hW^{-4}$ for $\omega\ll W$ comes from the shifting cutoff.

These choices control the transform of the given $\chi''$. They do not test whether the broadening, or the electronic structure behind the spectrum, is right. The numerical output below gives the full set of values.

## Computed results

```
w0 = 0.20 Ha, damping g = 0.02 Ha, wp = 0.30 Ha
Om = 0.199750 Ha
Discretization, largest |error| over nodes 0 to 0.4 Ha:
  g/h =  2, h = 0.010000 Ha: error 1.046e+00, largest bound 2.035e+00
  g/h =  4, h = 0.005000 Ha: error 4.585e-02, largest bound 8.430e-02
  g/h =  6, h = 0.003333 Ha: error 2.142e-03, largest bound 3.636e-03
  g/h =  8, h = 0.002500 Ha: error 9.907e-05, largest bound 1.571e-04
  g/h = 10, h = 0.002000 Ha: error 4.536e-06, largest bound 6.790e-06
  g/h = 12, h = 0.001667 Ha: error 2.061e-07, largest bound 2.934e-07
Fitted decay constant in exp(-c/h): c = 0.03084 Ha
Predicted pi*g/2 = 0.03142 Ha
Coarse step h = 0.02 Ha, w = 0.16 Ha, infinite range:
  rule 3.92190185, square-wave time integral 3.92190185
  exact chi' 5.95588235; sign flips at t = 157.08 a.u. of time
Skip-one-node rule at w = 0.16 Ha:
  h = 0.00250 Ha: skip error -5.3862e-02, predicted -5.3862e-02
  Maclaurin error at this h: -3.658e-05
  h = 0.00125 Ha: skip error -2.6931e-02, predicted -2.6931e-02
Truncation, h = 0.001 Ha (sum minus exact):
  W = 1 Ha, w = 0.1 Ha: error -4.0347e-04, leading form -3.8428e-04
  W = 2 Ha, w = 0.1 Ha: error -4.8395e-05, leading form -4.7818e-05
  W = 4 Ha, w = 0.1 Ha: error -5.9884e-06, leading form -5.9705e-06
  W = 8 Ha, w = 0.1 Ha: error -7.4667e-07, leading form -7.4611e-07
  W = 1 Ha, w = 0.5 Ha: error -4.7531e-04, leading form -4.5201e-04
  W = 1 Ha, w = 0.9 Ha: error -9.5282e-04, leading form -8.9947e-04
Odd node w = 0.101 Ha, W = 1 Ha: missing part 4.022649e-04
  tail from W 4.035188e-04, tail from W + h 4.022658e-04
Worked example: w = 0.10 Ha, W = 1.0 Ha = 27.211 eV, exact chi' = 2.9867257
  h = 0.0050 Ha = 0.13606 eV: rule 2.9754696, total error -1.1256e-02
    discretization -1.0853e-02, truncation -4.0347e-04
    error after adding leading tail -1.0872e-02
  h = 0.0025 Ha = 0.06803 eV: rule 2.9863029, total error -4.2274e-04
    discretization -1.9273e-05, truncation -4.0347e-04
    error after adding leading tail -3.8457e-05
Free carriers (w0 = 0), ratio of infinite-range rule to exact chi':
  g/h = 1, node 8: measured 0.91715234, predicted 0.91715234
  g/h = 1, node 9: measured 1.09033141, predicted 1.09033141
  g/h = 4, node 32: measured 0.99999303, predicted 0.99999303
  g/h = 4, node 33: measured 1.00000697, predicted 1.00000697
  node 33 with full weight at zero: ratio 1.161500
```
